# Luttinger-Tisza ground states of equal-length dipoles with local length checks

## A correct average with wrong lengths

Three planes of dipoles form a slab, and slabs repeat along $z$. The lowest mode of their interaction has mean squared dipole length $1.000000\,p^2$, as required. Its lengths in the three planes, however, are $0.8659\,p$, $1.2249\,p$ and $0.8659\,p$. If every dipole must have length $p$, this mode is not an admissible state, and its energy, $-0.035022$ eV per dipole, is a lower bound. The task is to find the energy that can be reached and to prove that nothing lies below it.

Atomic units are used in the algebra, numbers are in eV and Å, and energies are per dipole unless stated otherwise. Classical point dipoles $\mathbf p_i$ sit on fixed sites and interact through

$$E=\tfrac12\sum_{i\ne j}\mathbf p_i\cdot T(\mathbf r_{ij})\,\mathbf p_j,\qquad T_{ab}(\mathbf r)=-\partial_a\partial_b\frac1r=\frac{\delta_{ab}}{r^3}-\frac{3r_ar_b}{r^5}.$$

The factor $\tfrac12$ removes double counting. The constraint is local: $|\mathbf p_i|=p$ for each $i$.

## The bound from the average constraint

Let site $s=1,\dots,n$ of cell $\mathbf R$ lie at $\mathbf R+\mathbf d_s$. In a periodic supercell of $N_c$ cells, with $N=nN_c$ dipoles, write $\mathbf p_{\mathbf Rs}=\sum_{\mathbf k}\mathbf P_s(\mathbf k)e^{i\mathbf k\cdot\mathbf R}$. The sum over cells removes products of different wavevectors, so that

$$E=\frac{N_c}{2}\sum_{\mathbf k}P^\dagger(\mathbf k)T(\mathbf k)P(\mathbf k),\qquad T_{sa,tb}(\mathbf k)=\sum_{\mathbf R}T_{ab}(\mathbf R+\mathbf d_s-\mathbf d_t)e^{-i\mathbf k\cdot\mathbf R},$$

without the term at zero distance. The $3n\times3n$ matrix $T(\mathbf k)$ is Hermitian. Let $\lambda_{LT}$ be its lowest eigenvalue over all allowed $\mathbf k$. Rayleigh's principle gives $P^\dagger TP\ge\lambda_{LT}P^\dagger P$. Summing the squared lengths gives $N_c\sum_{\mathbf k}P^\dagger P=Np^2$, hence

$$\frac EN\ge\frac{p^2\lambda_{LT}}2 .$$

This is the Luttinger-Tisza bound. Its derivation used the total squared length alone. Equality requires every nonzero $P(\mathbf k)$ to lie in the lowest eigenspace, so the bound is reached if and only if some real state in that space has equal local lengths.

The whole eigenspace matters. Take a pair $\pm\mathbf k$ and one site per cell, with $\mathbf p_{\mathbf R}=2\,\mathrm{Re}(\mathbf P e^{i\mathbf k\cdot\mathbf R})$. Squaring gives

$$|\mathbf p_{\mathbf R}|^2=2\,\mathbf P^*\!\cdot\mathbf P+2\,\mathrm{Re}\left[(\mathbf P\cdot\mathbf P)e^{2i\mathbf k\cdot\mathbf R}\right].$$

For incommensurate $\mathbf k$ the second term averages to zero but varies from cell to cell unless $\mathbf P\cdot\mathbf P=0$. A linearly polarized wave fails this condition. A circular one, with perpendicular real and imaginary parts of equal size, satisfies it, but is available only if the eigenspace contains such a $\mathbf P$.

## Ewald sums and their error

The lattice sum converges slowly, so split $1/r=\mathrm{erfc}(\eta r)/r+\mathrm{erf}(\eta r)/r$. For the first part, define $B$ by $-\partial_b[\mathrm{erfc}(\eta r)/r]=B(r)r_b$. One differentiation gives

$$B=\frac{\mathrm{erfc}(\eta r)}{r^3}+\frac{2\eta}{\sqrt\pi}\frac{e^{-\eta^2r^2}}{r^2}.$$

A second gives $\partial_a(Br_b)=B\delta_{ab}-Cr_ar_b$ with $C=-B'/r$, or

$$C=\frac{3\,\mathrm{erfc}(\eta r)}{r^5}+\frac{2\eta}{\sqrt\pi}e^{-\eta^2r^2}\left(\frac3{r^4}+\frac{2\eta^2}{r^2}\right).$$

The second part has Fourier transform $4\pi e^{-q^2/4\eta^2}/q^2$. Its derivatives $-\partial_a\partial_b$ become $q_aq_b$, and the lattice selects $\mathbf q=\mathbf k+\mathbf G$. With cell volume $V$ this contributes

$$\frac{4\pi}{V}\sum_{\mathbf G}\frac{q_aq_b}{q^2}e^{-q^2/4\eta^2}e^{i\mathbf q\cdot(\mathbf d_s-\mathbf d_t)}.$$

It includes a dipole acting on itself, which must be removed. Near the origin $\mathrm{erf}(\eta r)/r=(2\eta/\sqrt\pi)(1-\eta^2r^2/3+\dots)$, so $-\partial_a\partial_b$ gives $4\eta^3\delta_{ab}/(3\sqrt\pi)$. This is subtracted on the diagonal, $s=t$.

At $\mathbf k=0$ the term $\mathbf q=0$ depends on the direction of approach. Dropping it corresponds to conducting boundaries. An isolated, uniformly ordered sample has an additional depolarization energy, which depends on its shape, is non-negative and vanishes if the repeating pattern has no net moment. Large domains of opposite moment can still cost such energy when their total moment is zero.

The neglected terms are of order $e^{-\eta^2r_c^2}$ and $e^{-q_c^2/4\eta^2}$, apart from algebraic factors. Here $\eta=1.6/a$, and both exponents are at least 30 for the neglected terms. If the matrix error has norm at most $\tau$, no eigenvalue moves by more than $\tau$, because a Rayleigh quotient moves by no more than that. The energy bound then moves by at most $p^2\tau/2$. Two equal eigenvalues can move apart by $2\tau$, so the tolerance used to count degenerate modes must exceed $2\tau$ and stay well below the smallest genuine splitting.

## A lattice on which the bound is reached

The example takes its scale from methylammonium ions in lead iodide perovskite, with rough values $a=6.3$ Å and $p=0.48\ e$Å. The ion is charged, so its dipole depends on the origin; this value refers to the centre of mass. The energy unit $p^2/a^3$ is then $0.013268$ eV. The later digits serve comparisons within the model; the rough inputs do not fix the physical energy so finely.

On the simple cubic lattice, a $12\times12\times12$ grid of wavevectors gives the lowest eigenvalue $-0.071032$ eV, with three modes. They are chains along $x$, $y$ and $z$, alternating in sign in the two transverse directions. At cell $(i,j,l)$ they combine into

$$\mathbf p=p\left(c_1(-1)^{j+l},\;c_2(-1)^{i+l},\;c_3(-1)^{i+j}\right),\qquad c_1^2+c_2^2+c_3^2=1.$$

Each sign squares to one, so $|\mathbf p|=p$ on every site. The bound is reached, and the energy is half the eigenvalue, $-0.035516$ eV, or $-2.677\,p^2/a^3$. The free direction $(c_1,c_2,c_3)$ is a continuous degeneracy of this classical model.

## Three layers: the local check fails

Now keep three planes at $z=0,a,2a$ and repeat them every $29$ Å, with successive slabs directly above one another. The outer planes of neighbouring slabs are $29-2(6.3)=16.4$ Å apart.

The lowest modes are again chains. Consider chains along $x$ that alternate along $y$, with in-plane wavevector $(0,\pi/a)$. Expanding $1/r$ in plane waves at height $z$ gives the transform $2\pi e^{-qz}/q$, and $-\partial_x^2$ supplies $q_x^2$. The coupling of two planes is therefore

$$J(z)=\frac{2\pi}{a^2}\sum_{\mathbf G}\frac{q_x^2}{q}e^{-qz},\qquad q_x=\frac{2\pi m}{a},\quad q_y=\frac{(2m'+1)\pi}{a}.$$

All terms are non-negative, so adjacent planes prefer opposite signs. The terms with $m=0$ vanish. The leading four have $|q_x|=2\pi/a$, $|q_y|=\pi/a$ and $q=\sqrt5\,\pi/a$, hence

$$J(a)\simeq4\,\frac{2\pi}{a^2}\,\frac{4\pi^2/a^2}{\sqrt5\,\pi/a}\,e^{-\sqrt5\pi}=\frac{32\pi^2}{\sqrt5\,a^3}e^{-\sqrt5\pi}\simeq\frac{0.1256}{a^3}.$$

Multiplied by $p^2$ this is $0.00167$ eV, about $1.4\%$ below the full value $J_1=0.001691$ eV. Each further spacing $a$ multiplies the coupling by a factor of about $e^{-\sqrt5\pi}\simeq9\times10^{-4}$. This explains why the coupling of the outer planes is as small as $J_{13}=1.46\times10^{-6}$ eV.

From here on, $J$ and $\lambda$ include the factor $p^2$ and are energies. Neighbouring slabs also prefer opposite facing planes, which selects $k_z=\pi/c$, where $c$ is the slab repeat. The $x$ components obey

$$\begin{pmatrix}J_0&J_1&J_{13}\\J_1&J_0&J_1\\J_{13}&J_1&J_0\end{pmatrix}v=\lambda v,$$

where $J_0=-0.067653$ eV comes from within a plane, and the entries include the very small terms from neighbouring slabs. Insert $v=(1,-r,1)$. The first row gives $\lambda=J_0-rJ_1+J_{13}$ and the second gives $\lambda=J_0-2J_1/r$. Equating them yields $r^2-(J_{13}/J_1)r-2=0$. The positive root gives

$$\lambda_{LT}=J_0+\frac{J_{13}}2-\sqrt{2J_1^2+\frac{J_{13}^2}4}\simeq J_0-\sqrt2J_1 .$$

Numerically $\lambda_{LT}=-0.070044$ eV. The ratio $r\simeq\sqrt2$ has a simple origin: the middle plane has two neighbours and each outer plane has one, so a larger middle amplitude lowers the energy at fixed total squared length. With $r=\sqrt2$, normalizing the mean square to $p^2$ gives $\sqrt{3/4}\,p$ outside and $\sqrt{3/2}\,p$ in the middle. The lengths quoted at the start differ from these only by the small effect of $J_{13}$.

There are two lowest modes, since chains along $y$ are equivalent. Both have the layer profile $v_s$, so a general state in the eigenspace is

$$\mathbf p_{ijl,s}=v_s(-1)^l\left[A(-1)^j\hat{\mathbf x}+B(-1)^i\hat{\mathbf y}\right],\qquad |\mathbf p_{ijl,s}|^2=v_s^2(A^2+B^2).$$

The ratio of middle to outer squared length is $r^2\simeq2$ for every $A$ and $B$. No combination repairs it, and the bound $-0.035022$ eV cannot be reached.

## Local multipliers and a certificate

A stationary state with fixed lengths has its field parallel to each dipole:

$$\sum_jT_{ij}\mathbf p_j=\lambda_i\mathbf p_i .$$

For such a state the energy is half the sum of the $\lambda_i$. Stationarity alone could also describe a maximum or a local minimum. To decide, compare with any other admissible state $\mathbf p_i+\boldsymbol\delta_i$, where $\boldsymbol\delta_i$ need not be small. For dipoles in units of $p$,

$$\Delta E=\sum_i\lambda_i\,\boldsymbol\delta_i\cdot\mathbf p_i+\tfrac12\sum_{ij}\boldsymbol\delta_i\cdot T_{ij}\boldsymbol\delta_j .$$

Equal lengths require $2\mathbf p_i\cdot\boldsymbol\delta_i+|\boldsymbol\delta_i|^2=0$. Substituting $\mathbf p_i\cdot\boldsymbol\delta_i=-|\boldsymbol\delta_i|^2/2$ gives

$$\Delta E=\tfrac12\sum_{ij}\boldsymbol\delta_i\cdot\left(T_{ij}-\lambda_i\delta_{ij}\right)\boldsymbol\delta_j .$$

If $T(\mathbf k)-\mathrm{diag}(\lambda_s)$ has no negative eigenvalue, then $\Delta E\ge0$ for every admissible state, and the stationary state is a global minimum. If rounding or truncation leaves a lowest eigenvalue $-\varepsilon$, the same quadratic form applied to any admissible state gives $E/N\ge(\bar\lambda-\varepsilon)/2$, where $\bar\lambda$ is the mean multiplier. The energy error is thus at most $\varepsilon/2$ per dipole.

For the three layers take the signs $(1,-1,1)$ with equal lengths. The rows of the matrix give

$$\lambda_1=\lambda_3=J_0-J_1+J_{13}=-0.069343\ \text{eV},\qquad\lambda_2=J_0-2J_1=-0.071035\ \text{eV}.$$

Their mean is $-0.069907$ eV, so the energy is $-0.034953$ eV, or $-2.634\,p^2/a^3$. In the $x$ block at this wavevector the certificate can be checked by hand:

$$v^T(J-\Lambda)v=J_1(v_1+v_2)^2+J_1(v_2+v_3)^2-J_{13}(v_1-v_3)^2 .$$

Since $v_1-v_3=(v_1+v_2)-(v_2+v_3)$, its square is at most twice the sum of the other two squares. The form is therefore non-negative when $J_1\ge2J_{13}$, which holds here by a wide margin.

Other wavevectors and polarizations need the full $9\times9$ matrix. On a $20\times20\times4$ grid its lowest eigenvalue is $5\times10^{-18}$ eV, zero to rounding. It cannot be positive, because the state itself is a null vector; that it is not negative is the certificate. This grid contains all wavevectors of a supercell of 4800 dipoles, for which the certificate is complete up to numerical error. At 1800 further wavevectors the lowest value is $5\times10^{-7}$ eV, again not negative. For the infinite crystal this is numerical evidence, since points between the samples are not covered by a proof.

## Finding the multipliers without guessing the state

For any site shifts with $\sum_s\mu_s=0$, adding $\mathrm{diag}(\mu_s)$ leaves the energy of an equal-length state unchanged. Rayleigh's principle then gives

$$\frac EN\ge\tfrac12\min_{\mathbf k}\lambda_{\min}\left[T(\mathbf k)+\mathrm{diag}(\mu_s)\right].$$

The right side is a minimum of functions linear in $\mu$, hence concave, and has no false local maxima. For a nondegenerate lowest vector normalized to one, the Hellmann-Feynman theorem gives $\partial\lambda/\partial\mu_s=|v_s|^2$. At the maximum these derivatives are equal, because the shifts are constrained by their sum, and so the sublattice lengths are equal. With several lowest modes, a weighted mean of their profiles is equalized instead, and the lengths must still be checked cell by cell.

Here the maximum is $-0.034953$ eV, the energy of the constructed state. The optimal shift of the outer layers is $-0.000564$ eV, which agrees with $\bar\lambda-\lambda_1\simeq-J_1/3$.

The procedure is:

1. Compute $T(\mathbf k)$ and collect all lowest modes.
2. Seek an equal-length combination. If one exists, stop.
3. Otherwise maximize the shifted bound and repeat the search in its lowest eigenspace.
4. If this also fails, minimize the energy at fixed lengths. The true energy lies between the best bound and the best state found, and their difference limits the error.

Step 4 may leave a gap, because a lattice need not possess a certificate of this form.

Two calculations test the result without using the multipliers. A real-space sum for chains turned by $0.7$ rad from $x$ towards $y$ was damped by $e^{-u}(1+u+u^2/2)$, with $u=r^2/(9a)^2$. The factor differs from one first at order $u^3$. Damping averages the lattice sum over nearby wavevectors, and this sum is smooth near the wavevectors of the alternating state, so the error falls as the inverse sixth power of the damping length. The sum gives $-0.034953$ eV and also confirms the degeneracy in angle. Fixed-length minimization of 24 dipoles from 20 random starts reached this energy in all 20 cases, to within $10^{-5}\,p^2/a^3$. This tolerance exceeds the difference of about $10^{-6}\,p^2/a^3$ per dipole between the two stackings of neighbouring slabs, so the test confirms the order within a slab and not the stacking.

## How the gap depends on the number of layers

The average bound lies $6.85\times10^{-5}$ eV below the true energy, or $0.2\%$ of it. To see its origin, neglect all but adjacent couplings in a slab of $L$ layers and stay in the same $x$ block. The vector $v_s=(-1)^s\sin[\pi s/(L+1)]$ vanishes at $s=0$ and $s=L+1$, and the sine addition formula gives $\lambda_{LT}=J_0-2J_1\cos[\pi/(L+1)]$. The alternating equal-length state has $L-1$ bonds, so $\bar\lambda=J_0-2J_1(L-1)/L$. The gap per dipole is

$$\frac{\bar\lambda-\lambda_{LT}}2=J_1\left[\cos\frac{\pi}{L+1}-1+\frac1L\right].$$

It vanishes for $L=2$, where the planes are equivalent. For $L=3$ it is $0.0404\,J_1=6.84\times10^{-5}$ eV, and $J_{13}$ supplies the small remainder. For large $L$ it falls as $J_1/L$, a surface effect. A small gap therefore does not show that the lengths are nearly right: here the squared middle length is wrong by $50\%$.

## What the unequal mode means, and the real material

The rejected mode has a meaning at finite temperature. In mean field a small thermal moment obeys $\mathbf m_s=p^2\mathbf F_s/(3k_BT)$, with $\mathbf F=-T(\mathbf k)\mathbf m$. On cooling, the first nonzero solution appears at $k_BT=-\lambda_{LT}/3$, which is $270.9$ K here. Averaged moments may differ between layers although each molecule keeps its dipole. Iterating the nonlinear equations at $0.9995$ of this temperature gives a middle-to-outer ratio of $1.408$, close to $\sqrt2$.

In the real perovskite the dipoles are neither bare nor free to turn without a barrier. Electronic screening with a rough permittivity of 5, applied as a uniform divisor, reduces the energy to $-0.0070$ eV and the mean-field temperature to about $54$ K. The ionic response of the cage, which screens further, and the fluctuations neglected by mean field are not included in this figure. The stack of slabs is also idealized: it has no spacer cations and no lateral offset between slabs. The thermal energy at 300 K is $0.026$ eV, so this order is not expected at room temperature. The inorganic cage adds an orientation barrier, taken roughly as $0.05$ eV, which exceeds the $0.028$ eV needed to reverse one dipole in the screened model (four times the energy per dipole) and can select other directions. Zero-point libration, estimated for one unscreened molecule in its local field, costs $0.0034$ eV, twice $J_1$; its differences between competing states were not computed. Replacing point dipoles by charges $1.5$ Å apart strengthens a head-to-tail pair by $6\%$, but it weakens the coupling between chains, and the energy of the alternating state deepens by only $3\%$. Uniform in-plane ferroelectric order lies $0.0064$ eV above the ground state in the unscreened model with conducting boundaries, a margin these effects could change; the finite charge separation alone reduces it to $0.0053$ eV. The certificate therefore settles the ground-state energy of the dipole model in the tested supercell, up to numerical error, and does not predict the crystal's measured order. The numerical output below lists the values used.

## Computed results

```
lattice constant a (rough input)        6.30 angstrom
dipole p (rough input)                  0.48 e*angstrom
slab repeat (rough input)               29.0 angstrom
energy unit p^2/a^3                     0.013268 eV
-- simple cubic crystal
lowest eigenvalue                       -0.071032 eV
number of lowest modes                  3
ground energy per dipole                -0.035516 eV
  the same in p^2/a^3                   -2.676789
-- three-layer slabs
J0 within a layer                       -0.067653 eV
J1 adjacent layers                      0.001691 eV
J13 outer layers, with next slab        1.462e-06 eV
lowest eigenvalue lambda_LT             -0.070044 eV
number of lowest modes                  2
lengths of lowest mode, layers 1 2 3    0.8659 1.2249 0.8659 p
mean squared length of that mode        1.000000 p^2
average-constraint bound per dipole     -0.035022 eV
local multipliers, layers 1 2 3         -0.069343 -0.071035 -0.069343 eV
equal-length energy per dipole          -0.034953 eV
  the same in p^2/a^3                   -2.634376
gap to average-constraint bound         6.851e-05 eV
best multiplier bound per dipole        -0.034953 eV
optimal shift mu of outer layers        -0.000564 eV
certificate minimum, 1600 grid k       5.3e-18 eV
certificate minimum, 1800 other k      4.6e-07 eV
dipoles in supercell matching the grid  4800
damped direct sum, mixing angle 0.7 rad -0.034953 eV
best of 20 fixed-length minimizations   -0.034953 eV
starts that reached the ground energy   20 of 20
cost of in-plane ferroelectric order    0.006438 eV
-- mean field and neglected effects
mean-field instability, unscreened      270.9 K
middle/outer moment just below it       1.4078
electronic permittivity (rough input)   5.0
ground energy divided by it             -0.006991 eV
mean-field instability divided by it    54.2 K
temperature of use (input)              300 K
thermal energy kT at that temperature   0.025852 eV
cage orientation barrier (rough input)  0.050 eV
C-N bond length (rough input)           1.50 angstrom
rotational constant of the molecule     8.375e-05 eV
zero-point libration energy, unscreened 0.003380 eV
finite/point dipole pair energy ratio   1.0601
```
